# Breit-Pauli correction for helium-like 1s², term by term in 1/Z: a numerical check

```python
# Breit-Pauli shift of helium-like 1s^2 (point nucleus, infinite mass):
#   dE = alpha^4 m c^2 Z^4 sum_n c_n Z^-n.  Scaled units: length a0/Z, lam = 1/Z.
# MV = -sum p^4/8, DN = (pi/2) sum delta(r_i), DE = -lam pi delta(r12),
# SS = +2 lam pi delta(r12), OO = -(lam/2) p1.(1/r + r r/r^3).p2
# Claimed (c0,c1): MV(-5/4, 33/16-3ln2/2), DN(1,-19/16+3ln2/4), DE(0,-1/8), SS(0,1/4),
# OO(0,0), total(-1/4, 1-3ln2/4); c2(OO)=2<psi1|U|psi0><0 with OO psi0 = lam U psi0,
# U = sum_l P_l l(l+1)/2 [x^(l-1)/(2l-1)-x^(l+1)/(2l+3)]/r>, x = r</r>.
# a,b,c = r1,r2,r12; perimetric p,q,w: a=p+q, b=p+w, c=q+w.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.special import roots_laguerre, roots_legendre, gammainc, gamma, zeta, eval_legendre
pi, ln2 = np.pi, np.log(2.0)
names = ['MV', 'DN', 'DE', 'SS', 'OO', 'total']
closed = {'MV': (-1.25, 33/16-1.5*ln2), 'DN': (1, -19/16+.75*ln2), 'DE': (0, -1/8),
          'SS': (0, .25), 'OO': (0, 0), 'total': (-.25, 1-.75*ln2)}

# ---- Dalgarno-Lewis functions, Hartree potential, covariances
r = sp.symbols('r', positive=True)
for W, f in [(1/r, r), (1/r**2, 2*sp.log(r)+2*r), (None, -1/(2*r)+sp.log(r)+r)]:
    src = -1 if W is None else W-sp.integrate(4*r**2*sp.exp(-2*r)*W, (r, 0, sp.oo))
    assert sp.simplify(-f.diff(r, 2)/2-f.diff(r)/r+f.diff(r)+src) == 0
avg = lambda g: float(mp.quad(lambda x: 4*x*x*mp.exp(-2*x)*g(x), [0, 1, 4, 12, 40]))
fdel = lambda x: -1/(2*x)+mp.log(x)+x
# weak form with test factor g=exp(-r) fixes the strength of the delta source
assert abs(avg(lambda x: fdel(x)*mp.exp(-x)*(1/x-1.5))+1-avg(lambda x: mp.exp(-x))) < 1e-9
VH = lambda x: 1/x-(1+1/x)*mp.exp(-2*x)
for R in (0.3, 1.7):
    assert abs(mp.quad(lambda x: 4*x*x*mp.exp(-2*x)/max(x, R), [0, R, 10, 40])-VH(R)) < 1e-10
cov = lambda g: avg(lambda x: VH(x)*g(x))-avg(VH)*avg(g)
cv1, cvr, cvl = cov(lambda x: 1/x), cov(lambda x: x), cov(mp.log)
assert abs(cv1-1/8)+abs(cvr+5/32)+abs(cvl+3/8-3*ln2/8) < 1e-9
c1DN, c1MV = 2*cov(fdel), -2*(-cvr+2*cvl+2*cvr-cv1)
assert abs(c1DN-closed['DN'][1])+abs(c1MV-closed['MV'][1]) < 1e-9

# ---- Pekeris basis
def lag(n, al, x):
    L = np.ones(x.shape+(n+1,))
    if n > 0: L[..., 1] = 1+al-x
    for k in range(1, n):
        L[..., k+1] = ((2*k+1+al-x)*L[..., k]-(k+al)*L[..., k-1])/(k+1)
    return L
def tabs(n, k, x):
    y = k*x; e = np.exp(-y/2)[:, None]; L0 = lag(n, 0, y)
    L1 = np.zeros_like(L0); L2 = np.zeros_like(L0)
    L1[:, 1:] = -lag(n-1, 1, y); L2[:, 2:] = lag(n-2, 2, y)
    return [L0*e, k*(L1-L0/2)*e, k*k*(L2-L1+L0/4)*e]
def geom(p, q, w):
    a, b, c = p+q, p+w, q+w
    return a, b, c, (a*a+c*c-b*b)/(2*a*c), (a*a-b*b-c*c)/(2*b*c), (a*a+b*b-c*c)/(2*a*b)
def leg01(n):
    x, w = roots_legendre(n); return (x+1)/2, w/2
DIR = {'a': (.5, .5, -.5), 'b': (.5, -.5, .5), 'c': (-.5, .5, .5)}

def combine(X, E, lam):
    n = len(E); mul = lambda u, v: np.convolve(u, v)[:n]
    def div(u):
        o = np.zeros(n)
        for k in range(n): o[k] = (u[k]-sum(X['n'][j]*o[k-j] for j in range(1, k+1)))/X['n'][0]
        return o
    ev2 = (mul(mul(E, E), X['n'])+2*mul(E, X['nu'])-2*mul(mul(E, lam), X['mu'])+X['nunu']
           - 2*mul(lam, X['numu'])+mul(mul(lam, lam), X['mumu']))
    dn = mul(E, X['nu'])+X['nunu']-mul(lam, X['numu'])-X['nuG']/2
    de = (mul(E, X['mu'])+X['numu']-mul(lam, X['mumu']))/2-X['muG']/4
    o = {'MV': div(-(4*ev2-2*X['L12'])/8), 'DN': div(dn/2), 'DE': -mul(lam, div(de)),
         'SS': 2*mul(lam, div(de)), 'OO': mul(lam, div(X['oo1']+X['oo2']))}
    o['total'] = sum(o[k] for k in names[:5])
    o.update(MVd=div(-X['L11']/8), DNd=div(X['d1']/2), DEd=-mul(lam, div(X['d12'])),
             oo1=div(X['oo1']), oo2=div(X['oo2']), E=E)
    return o

def solve(Om, K, Zs):
    n = Om+1
    x, wt = roots_laguerre(Om+4); wt = wt*np.exp(x)
    p, q, w = [g.ravel() for g in np.meshgrid(x/4, x/2, x/2, indexing='ij')]
    a, b, c, c1, c2, c12 = geom(p, q, w)
    W = pi**2*a*b*c*np.einsum('i,j,k->ijk', wt, wt, wt).ravel()
    P, Q, T = tabs(Om, 4, p), tabs(Om, 2, q), tabs(Om, 2, w)
    idx = [(l, m, k) for l in range(n) for m in range(n) for k in range(m, n) if l+m+k <= Om]
    il, im, ik = np.array(idx).T
    B = lambda i, j, k: P[i][:, il]*(Q[j][:, im]*T[k][:, ik]+Q[j][:, ik]*T[k][:, im])
    f, g = B(0, 0, 0), [B(1, 0, 0), B(0, 1, 0), B(0, 0, 1)]
    fa, fb, fc = [sum(DIR[s][i]*g[i] for i in range(3)) for s in 'abc']
    M = lambda u, z, v: u.T@((W*z)[:, None]*v)
    cr = M(fa, c1, fc)-M(fb, c2, fc)
    H0 = (M(fa, 1, fa)+M(fb, 1, fb)+2*M(fc, 1, fc)+cr+cr.T)/2-M(f, 1/a+1/b, f)
    e, U = eigh(H0, M(f, 1, f)); V = U.T@M(f, 1/c, f)@U
    assert abs(e[0]+1) < 1e-9
    # grid for singular operators: s=r1+r2 times six Duffy triangles
    t, tw = leg01(16); tau, sig = [z.ravel() for z in np.meshgrid(t, t, indexing='ij')]
    I3 = np.eye(3); pts = []
    for i in range(3):
        for j in range(3):
            if i != j:
                mid = (I3[i]+I3[j])/2
                pts.append(I3[i]+tau[:, None]*(mid-I3[i]+sig[:, None]*(1/3-mid)))
    pts = np.vstack(pts); aw = np.tile(np.outer(tw, tw).ravel()*tau/6, 6); s = x/2
    p, q, w = [np.outer(s, pts[:, i]).ravel() for i in range(3)]; p = p/2
    a, b, c, c1, c2, c12 = geom(p, q, w)
    W = 8*pi**2*a*b*c*np.outer(wt/2*s*s, aw).ravel()
    P, Q, T = tabs(Om, 4, p), tabs(Om, 2, q), tabs(Om, 2, w)
    lw, lp = tabs(Om, 2, x/2)[0], tabs(Om, 4, x/4)[0]
    def field(v):
        C = np.zeros((n, n, n)); cf = U@v
        np.add.at(C, (il, im, ik), cf); np.add.at(C, (il, ik, im), cf)
        F = {}
        for i in range(3):
            Y = (P[i]@C.reshape(n, -1)).reshape(-1, n, n)
            for j in range(3-i):
                Y2 = np.einsum('kmn,km->kn', Y, Q[j])
                for k in range(3-i-j): F[i, j, k] = (Y2*T[k]).sum(1)
        key = lambda *ii: tuple(sum(1 for u in ii if u == m) for m in range(3))
        d1 = lambda u: sum(DIR[u][i]*F[key(i)] for i in range(3))
        d2 = lambda u, z: sum(DIR[u][i]*DIR[z][j]*F[key(i, j)] for i in range(3) for j in range(3))
        o = {'v': F[0, 0, 0], 'a': d1('a'), 'b': d1('b'), 'c': d1('c')}
        cc = d2('c', 'c')+2*o['c']/c
        o['L1'] = d2('a', 'a')+2*o['a']/a+cc+2*c1*d2('a', 'c')
        o['L2'] = d2('b', 'b')+2*o['b']/b+cc-2*c2*d2('b', 'c')
        o['nuc'], o['ee'] = lw@C.sum((0, 1)), lp@C.sum((1, 2))
        return o
    nu, mu = 1/a+1/b, 1/c
    def elem(A, B):
        v = W*A['v']*B['v']
        G = W*(A['a']*B['a']+A['b']*B['b']+2*A['c']*B['c']+c1*(A['a']*B['c']+A['c']*B['a'])
               - c2*(A['b']*B['c']+A['c']*B['b']))
        dot = A['a']*B['b']*c12-A['a']*B['c']*c1+A['c']*B['b']*c2-A['c']*B['c']
        lon = (A['a']*c1+A['c'])*(B['b']*c2-B['c'])
        return {'n': v.sum(), 'nu': v@nu, 'mu': v@mu, 'nunu': v@nu**2, 'numu': v@(nu*mu),
                'mumu': v@mu**2, 'nuG': G@nu, 'muG': G@mu, 'L12': W@(A['L1']*B['L2']),
                'L11': W@(A['L1']*B['L1']+A['L2']*B['L2']),
                'oo1': -.5*(W*mu)@dot, 'oo2': -.5*(W*mu)@lon,
                'd1': 8*pi**2*np.sum(wt/2*(x/2)**2*A['nuc']*B['nuc']),
                'd12': 4*pi**2*np.sum(wt/4*(x/4)**2*A['ee']*B['ee'])}
    Rv = np.zeros_like(e); Rv[1:] = 1/(e[0]-e[1:])
    psi = [np.eye(len(e))[0]]; E = [e[0]]
    for k in range(1, K+1):
        Vp = V@psi[-1]; E.append(Vp[0])
        psi.append(Rv*(Vp-sum(E[j]*psi[k-j] for j in range(1, k+1))))
    Fs = [field(v) for v in psi]; X = {}
    for i in range(K+1):
        for j in range(K+1-i):
            for k, val in elem(Fs[i], Fs[j]).items(): X.setdefault(k, np.zeros(K+1))[i+j] += val
    assert abs(X['n'][0]-1) < 1e-9 and abs(X['n'][2]-psi[1]@psi[1]) < 1e-9
    ser = combine(X, np.array(E), np.eye(K+1)[1])
    ser['Uform'] = 2*W@(Fs[1]['v']*Fs[0]['v']*(c12+c1*c2)*mu/2)
    full = {}
    for Z in Zs:
        ev, vec = np.linalg.eigh(np.diag(e)+V/Z); F = field(vec[:, 0])
        full[Z] = combine({k: np.array([z]) for k, z in elem(F, F).items()}, ev[:1], np.array([1/Z]))
    return ser, full, len(idx)

ser, full, nb = solve(14, 4, (2, 6, 20)); ser2, full2, nb2 = solve(11, 2, (2, 6))
for k in names:
    assert abs(ser[k][0]-closed[k][0]) < 1e-8 and abs(ser[k][1]-closed[k][1]) < 1e-4
    assert abs(ser[k][2]-ser2[k][2]) < 5e-4
    for Z in (6, 20): assert abs(full[Z][k][0]-ser[k]@(1.0/Z)**np.arange(5)) < 3.0/Z**5
    for Z in (2, 6): assert abs(full[Z][k][0]-full2[Z][k][0]) < 1e-4
for k in ('MV', 'DN', 'DE'): assert np.abs(ser[k][:3]-ser[k+'d'][:3]).max() < 3e-3
assert abs(ser['OO'][1]) < 1e-9 and abs(abs(ser['oo1'][0])-1/16) < 1e-9
assert abs(ser['Uform']-ser['OO'][2]) < 1e-8

# ---- multipoles of U and partial-wave solution of psi1
Ul = lambda l, x: l*(l+1)/2*(x**(l-1.0)/(2*l-1)-x**(l+1.0)/(2*l+3))
r1, r2 = np.array([.3, -.2, .5]), np.array([-.9, 1.1, .4]); d = r1-r2
n1, n2, nd = [np.linalg.norm(z) for z in (r1, r2, d)]
Udef = .5*(r1@r2/nd+(r1@d)*(r2@d)/nd**3)/(n1*n2)
assert abs(Udef-sum(Ul(l, n1/n2)/n2*eval_legendre(l, r1@r2/n1/n2) for l in range(60))) < 1e-12
N, be, Lmax = 50, 6.0, 10
nrm = 1/np.sqrt((np.arange(N)+1.0)*(np.arange(N)+2))
x, wt = roots_laguerre(N+5); L = lag(N-1, 2, x); dL = np.zeros_like(L); dL[:, 1:] = -lag(N-2, 3, x)
fx, dx = x[:, None]*L*nrm, (L+x[:, None]*(dL-L/2))*nrm
m = lambda u, z: u.T@((wt*z)[:, None]*u)
phi = lambda z: np.sqrt(2*be)*nrm*(2*be*z*np.exp(-be*z))[..., None]*lag(N-1, 2, 2*be*z)
y, yw = leg01(160); R, Rw = 25*y*y, 50*y*yw
y, yw = leg01(100); t, tw = y*y, 2*y*yw
rl = np.outer(R, t); big, small = phi(R), phi(rl)
u0 = 4*R[:, None]*rl*np.exp(-R[:, None]-rl)
def pair(kt, C):   # the Jacobian r> cancels the 1/r> of the kernel
    A = big.T@(Rw[:, None]*np.einsum('it,itb->ib', u0*tw*kt, small)); return C.T@(A+A.T)@C
e2l, ool = [], []
for l in range(Lmax+1):
    e, C = eigh(2*be*be*m(dx, 1)-2*be*m(fx, 1/x)+2*be*be*l*(l+1)*m(fx, 1/x**2), m(fx, 1))
    den = -1-e[:, None]-e[None, :]
    if l == 0: den[0, 0] = np.inf
    Mv, Mu = pair(t**l, C), pair(Ul(l, t), C)
    e2l.append(np.sum(Mv*Mv/den)/(2*l+1)); ool.append(2*np.sum(Mv*Mu/den)/(2*l+1))
tail = (Lmax+.5)**4*zeta(4, Lmax+1.5)
e2pw, oopw = sum(e2l)+tail*e2l[-1], sum(ool)+tail*ool[-1]
assert all(z < 0 for z in ool[1:])
assert abs(e2pw-ser['E'][2]) < 2e-5 and abs(oopw-ser['OO'][2]) < 5e-5

# ---- Dirac 1s orbitals: Coulomb and magnetic one-photon exchange, J=0
sg = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]); O = np.zeros((2, 2))
al = [np.block([[O, s_], [s_, O]]) for s_ in sg]
def cur(v, g, f):
    u = np.vstack([g*np.eye(2), -1j*f*np.einsum('i,ijk->jk', v/np.linalg.norm(v), sg)])
    return np.array([u.conj().T@A@u for A in al])
J1, J2 = cur(r1, .8, -.3), cur(r2, .6, -.2)
sing = .5*(J1[:, 0, 0]@J2[:, 1, 1]+J1[:, 1, 1]@J2[:, 0, 0]-J1[:, 0, 1]@J2[:, 1, 0]-J1[:, 1, 0]@J2[:, 0, 1])
assert abs(sing+8*.8*.3*.6*.2*(r1@r2)/n1/n2) < 1e-12
def dirac(za):
    g = np.sqrt(1-za*za); eta = -za/(1+g); A = 2*g; z = .7   # Z=1, c=1/za, P=r^g e^-r, Q=eta P
    assert abs((g-1)/z-1-eta*((g+1)/za+za/z)) < 1e-10
    assert abs(eta*((g+1)/z-1)+(g-1)/za+za/z) < 1e-10
    I = lambda h: sum(quad(h, u, v, epsabs=1e-14, epsrel=1e-13)[0] for u, v in ((0, 2), (2, 10), (10, 60)))
    rho = lambda z: z**A*np.exp(-z)/gamma(A+1)
    F0 = 4*I(lambda z: rho(z)/z*gammainc(A+1, z))
    G = 8/3*(eta/(1+eta**2))**2*4*I(lambda z: rho(z)/z**2*(A+1)*gammainc(A+2, z))
    return np.array([(2*(g-1)+za**2)/za**4, (F0-5/8)/za**2, G/za**2])
dz = (4*dirac(.02)-dirac(.04))/3
assert abs(dz[0]-ser['total'][0]) < 1e-5 and abs(dz[1]+dz[2]-closed['total'][1]) < 1e-5
assert abs(dz[1]-(c1MV+c1DN+ser['DE'][1])) < 1e-5 and abs(dz[2]-ser['SS'][1]-ser['OO'][1]) < 1e-5

# ---- output
mc2 = sc.m_e*sc.c**2; unit = sc.alpha**4*mc2
print(f"alpha = {sc.alpha:.10e}; m c^2 = {mc2:.8e} J; alpha^4 m c^2 = {unit:.8e} J")
print("dimensionless quantities:")
print(f"<V_H> = {avg(VH):.7f}; cov(V_H,1/r) = {cv1:.7f}; cov(V_H,r) = {cvr:.7f}; cov(V_H,ln r) = {cvl:.7f}")
print(f"<chi|1/r^2|phi> = {2*cvl+2*cvr:.7f}; interchange c1(MV) = {c1MV:.7f}; c1(DN) = {c1DN:.7f}")
print(f"Pekeris basis sizes {nb} and {nb2}; E1 = {ser['E'][1]:.7f}; E2 = {ser['E'][2]:.7f}")
print("term: c0 c1 c2 c3 c4 | change of c2 between bases")
for k in names:
    print(f"{k:5s} "+" ".join(f"{z:9.5f}" for z in ser[k])+f" | {ser[k][2]-ser2[k][2]:.1e}")
print("direct (non-global) c2: "+", ".join(f"{k} {ser[k+'d'][2]:.4f}" for k in ('MV', 'DN', 'DE')))
print(f"OO kernel halves in psi0: 1/r part {ser['oo1'][0]:.7f}, rr/r^3 part {ser['oo2'][0]:.7f}")
print("c2(OO) waves l=1..5: "+" ".join(f"{z:.6f}" for z in ool[1:6]))
print(f"c2(OO): l<=10 sum {sum(ool):.6f}, with tail {oopw:.6f}, Pekeris {ser['OO'][2]:.6f}")
print(f"E2 from partial waves with tail = {e2pw:.6f}")
print(f"Dirac: one-electron c0 {dz[0]:.6f}; Coulomb c1 {dz[1]:.6f}; magnetic c1 {dz[2]:.6f}")
for Z, lab in ((6, 'C4+'), (2, 'He')):
    u = unit*Z**4; pw = (1.0/Z)**np.arange(5)
    print(f"{lab}: Z = {Z}; alpha^4 m c^2 Z^4 = {u:.6e} J; E_nonrel/E_h = {Z*Z*full[Z]['E'][0]:.6f}")
    print("  term: series through c2 (J) | diagonalised wavefunction (J)")
    for k in names: print(f"  {k:5s} {u*(ser[k][:3]@pw[:3]):12.4e} | {u*full[Z][k][0]:12.4e}")
    print("  total through c0..c4 (J): "+" ".join(f"{z:.4e}" for z in u*np.cumsum(ser['total']*pw)))
    print(f"  total: series c2 {u*(ser['total'][:3]@pw[:3])/sc.e:.5e} eV; diagonalised {u*full[Z]['total'][0]/sc.e:.5e} eV")
    print(f"  basis change of total {u*(full[Z]['total'][0]-full2[Z]['total'][0]):.1e} J")
    print(f"  omitted higher-order one-electron Dirac part {u*(dirac(Z*sc.alpha)[0]+.25):.3e} J")
print("all assertions hold")
```

Printed output:

```
alpha = 7.2973525643e-03; m c^2 = 8.18710579e-14 J; alpha^4 m c^2 = 2.32162312e-22 J
dimensionless quantities:
<V_H> = 0.6250000; cov(V_H,1/r) = 0.1250000; cov(V_H,r) = -0.1562500; cov(V_H,ln r) = -0.1150698
<chi|1/r^2|phi> = -0.5426396; interchange c1(MV) = 1.0227792; c1(DN) = -0.6676396
Pekeris basis sizes 372 and 203; E1 = 0.6250000; E2 = -0.1576664
term: c0 c1 c2 c3 c4 | change of c2 between bases
MV     -1.25000   1.02279  -0.48912   0.14796  -0.04480 | 1.0e-04
DN      1.00000  -0.66764   0.17690   0.00452  -0.00120 | -6.2e-06
DE     -0.00000  -0.12500   0.24293  -0.18392   0.06676 | 3.0e-06
SS      0.00000   0.25000  -0.48587   0.36784  -0.13352 | -6.1e-06
OO      0.00000   0.00000  -0.08142   0.12011  -0.05924 | 2.6e-06
total  -0.25000   0.48014  -0.63658   0.45651  -0.17200 | 9.6e-05
direct (non-global) c2: MV -0.4892, DN 0.1770, DE 0.2429
OO kernel halves in psi0: 1/r part -0.0625000, rr/r^3 part 0.0625000
c2(OO) waves l=1..5: -0.070650 -0.007404 -0.001908 -0.000701 -0.000315
c2(OO): l<=10 sum -0.081348, with tail -0.081421, Pekeris -0.081422
E2 from partial waves with tail = -0.157666
Dirac: one-electron c0 -0.250000; Coulomb c1 0.230140; magnetic c1 0.250000
C4+: Z = 6; alpha^4 m c^2 Z^4 = 3.008824e-19 J; E_nonrel/E_h = -32.406247
  term: series through c2 (J) | diagonalised wavefunction (J)
  MV     -3.2890e-19 |  -3.2871e-19
  DN      2.6888e-19 |   2.6889e-19
  DE     -4.2380e-21 |  -4.4790e-21
  SS      8.4760e-21 |   8.9581e-21
  OO     -6.8051e-22 |  -5.2653e-22
  total  -5.6463e-20 |  -5.5866e-20
  total through c0..c4 (J): -7.5221e-20 -5.1143e-20 -5.6463e-20 -5.5827e-20 -5.5867e-20
  total: series c2 -3.52416e-01 eV; diagonalised -3.48690e-01 eV
  basis change of total 2.4e-25 J
  omitted higher-order one-electron Dirac part -7.219e-23 J
He: Z = 2; alpha^4 m c^2 Z^4 = 3.714597e-21 J; E_nonrel/E_h = -2.903724
  term: series through c2 (J) | diagonalised wavefunction (J)
  MV     -3.1978e-21 |  -3.1393e-21
  DN      2.6389e-21 |   2.6409e-21
  DE     -6.5615e-24 |  -7.7564e-23
  SS      1.3123e-23 |   1.5513e-22
  OO     -7.5613e-23 |  -3.2293e-23
  total  -6.2804e-22 |  -4.5314e-22
  total through c0..c4 (J): -9.2865e-22 -3.6880e-23 -6.2804e-22 -4.1607e-22 -4.5600e-22
  total: series c2 -3.91990e-03 eV; diagonalised -2.82826e-03 eV
  basis change of total 1.7e-26 J
  omitted higher-order one-electron Dirac part -9.891e-26 J
all assertions hold
```
